# Building LS terms of f³ from bit strings and separating repeats: test program

```python
"""Highest-weight LS states of f^3 from bit-string determinants.

Result under test: in the sector ML=L, MS=S the common null space of L+ and
S+ holds one vector per term (L,S).  The repeated doublets D, F, G, H are
separated by C = [3 (U1)^2 + 11 (U5)^2]/4, where Uk is the many-electron unit
tensor of rank k and (Uk)^2 = sum_q Ukq^T Ukq.
Spin-orbital p = 2(l-m) for spin up, 2(l-m)+1 for spin down; the creators of
a determinant stand in ascending p.  Angular momenta are in units of hbar.
Fk are Slater integrals in eV; the constant 3 F0 is left out of energies.
"""
from itertools import combinations, permutations
import numpy as np
from scipy.special import lpmv, factorial
from sympy.physics.wigner import wigner_3j

l, n = 3, 3
norb = 2 * l + 1
nspin = 2 * norb
letters = "SPDFGHIKLMN"
occupations = list(combinations(range(nspin), n))
dets = [sum(1 << p for p in occ) for occ in occupations]
position = {bits: i for i, bits in enumerate(dets)}
dim = len(dets)
m_orb = [l - p // 2 for p in range(nspin)]
spin2 = [1 if p % 2 == 0 else -1 for p in range(nspin)]
ML = np.array([sum(m_orb[p] for p in occ) for occ in occupations])
MS2 = np.array([sum(spin2[p] for p in occ) for occ in occupations])


def parity_below(bits, p):
    return -1 if bin(bits & ((1 << p) - 1)).count("1") % 2 else 1


def many_body(h, signed=True):
    """Matrix of sum_pq h[p,q] a+_p a_q in the determinant basis."""
    out = np.zeros((dim, dim))
    entries = [(int(p), int(q), h[p, q]) for p, q in np.argwhere(abs(h) > 1e-14)]
    for col, bits in enumerate(dets):
        for p, q, value in entries:
            if not (bits >> q) & 1:
                continue
            rest = bits ^ (1 << q)
            if (rest >> p) & 1:
                continue
            sign = parity_below(bits, q) * parity_below(rest, p) if signed else 1
            out[position[rest | (1 << p)], col] += sign * value
    return out


lp = np.zeros((norb, norb))
for m in range(-l, l):
    lp[l - m - 1, l - m] = np.sqrt((l - m) * (l + m + 1))
lm = lp.T
h_lp = np.kron(lp, np.eye(2))
h_sp = np.kron(np.eye(norb), np.array([[0.0, 1.0], [0.0, 0.0]]))
Lp, Sp = many_body(h_lp), many_body(h_sp)
Lz, Sz = np.diag(ML.astype(float)), np.diag(MS2 / 2)
L2 = (Lp @ Lp.T + Lp.T @ Lp) / 2 + Lz @ Lz
S2 = (Sp @ Sp.T + Sp.T @ Sp) / 2 + Sz @ Sz

# Fermion signs against explicitly antisymmetrized three-electron tensors
tensor = np.zeros((nspin, nspin, nspin, dim))
for col, occ in enumerate(occupations):
    for perm in permutations(range(3)):
        sgn = round(np.linalg.det(np.eye(3)[list(perm)]))
        tensor[occ[perm[0]], occ[perm[1]], occ[perm[2]], col] = sgn / np.sqrt(6)
flat = tensor.reshape(-1, dim)
for h, operator in ((h_lp, Lp), (h_sp, Sp)):
    moved = np.tensordot(h, tensor, axes=(1, 0)).reshape(-1, dim)
    assert np.allclose(3 * flat.T @ moved, operator, atol=1e-11)
assert np.allclose(Lp @ Sp, Sp @ Lp, atol=1e-11)
assert np.allclose(Sp, many_body(h_sp, signed=False))
Lp_unsigned = many_body(h_lp, signed=False)
bad_commutator = np.linalg.norm(Lp_unsigned @ Sp - Sp @ Lp_unsigned)
assert bad_commutator > 1


def highest_weights(raise_l, raise_s):
    """Common null space of both raising operators, sector by sector."""
    found = {}
    for M in range(-3 * l, 3 * l + 1):
        for two_s in range(-n, n + 1, 2):
            idx = np.where((ML == M) & (MS2 == two_s))[0]
            if len(idx) == 0:
                continue
            stacked = np.vstack([raise_l[:, idx], raise_s[:, idx]])
            _, sing, vt = np.linalg.svd(stacked, full_matrices=False)
            null = vt[sing < 1e-9]
            if len(null):
                vectors = np.zeros((dim, len(null)))
                vectors[idx] = null.T
                found[(M, two_s)] = vectors
    return found


def sector_size(M, two_s):
    return int(np.sum((ML == M) & (MS2 == two_s)))


terms = highest_weights(Lp, Sp)
total_terms = sum(v.shape[1] for v in terms.values())
unsigned_total = sum(v.shape[1] for v in highest_weights(Lp_unsigned, Sp).values())
assert all(L >= 0 and s >= 0 for L, s in terms)
for L in range(3 * l + 1):
    for s in (1, 3):
        count = (sector_size(L, s) - sector_size(L + 1, s)
                 - sector_size(L, s + 2) + sector_size(L + 1, s + 2))
        assert count == (terms[(L, s)].shape[1] if (L, s) in terms else 0)
expected = []
for (L, s), v in terms.items():
    assert np.allclose(L2 @ v, L * (L + 1) * v, atol=1e-9)
    assert np.allclose(S2 @ v, s / 2 * (s / 2 + 1) * v, atol=1e-9)
    expected += [L * (L + 1) + 0.1 * s / 2 * (s / 2 + 1)] * (
        (2 * L + 1) * (s + 1) * v.shape[1])
assert len(expected) == dim
assert np.allclose(np.linalg.eigvalsh(L2 + 0.1 * S2), sorted(expected), atol=1e-9)

# One-electron unit tensors, lowered from (l+)^k by commutators
unit = {}
for k in range(1, 2 * l + 1):
    u = np.linalg.matrix_power(lp, k)
    u = u / np.linalg.norm(u) / np.sqrt(2 * k + 1)
    unit[k, k] = u
    for q in range(k, -k, -1):
        u = (lm @ u - u @ lm) / np.sqrt((k + q) * (k - q + 1))
        unit[k, q - 1] = u
    assert np.isclose(sum(np.sum(unit[k, q] ** 2) for q in range(-k, k + 1)), 1)
generators = [unit[k, q] for k in (1, 5) for q in range(-k, k + 1)]
outside = [unit[k, q] for k in (2, 3, 4, 6) for q in range(-k, k + 1)]
closure_leak = 0.0
for a in generators:
    for b in generators:
        comm = a @ b - b @ a
        closure_leak = max(closure_leak, max(abs(np.sum(t * comm)) for t in outside))
assert closure_leak < 1e-12

Usq = {}
for k in (1, 2, 4, 5, 6):
    Usq[k] = np.zeros((dim, dim))
    for q in range(-k, k + 1):
        U = many_body(np.kron(unit[k, q], np.eye(2)))
        Usq[k] += U.T @ U
C = (3 * Usq[1] + 11 * Usq[5]) / 4
for raising in (Lp, Sp):
    assert np.allclose(C @ raising, raising @ C, atol=1e-9)

# Pair operator: P removes a singlet pair with L=0 and leaves one electron
P = np.zeros((nspin, dim))
for col, bits in enumerate(dets):
    for m in range(-l, l + 1):
        up, down = 2 * (l - m), 2 * (l + m) + 1
        if (bits >> up) & 1 and (bits >> down) & 1:
            rest = bits ^ (1 << up)
            sign = parity_below(bits, up) * parity_below(rest, down)
            left = (rest ^ (1 << down)).bit_length() - 1
            P[left, col] += (-1) ** m * sign
Q = P.T @ P
for raising in (Lp, Sp):
    assert np.allclose(Q @ raising, raising @ Q, atol=1e-9)

# Separation of each null space by C
separated, c_values, pair_values = {}, {}, {}
for key, v in terms.items():
    values, rotation = np.linalg.eigh(v.T @ C @ v)
    w = v @ rotation
    assert np.allclose(C @ w, w * values, atol=1e-9)
    separated[key], c_values[key] = w, values
    pair_values[key] = np.diag(w.T @ Q @ w)
    assert np.allclose(Q @ w, w * pair_values[key], atol=1e-9)
repeated = [key for key in sorted(terms) if terms[key].shape[1] == 2]
assert repeated == [(2, 1), (3, 1), (4, 1), (5, 1)]
for key, pair in zip(repeated, ((7/6, 7/4), (1/2, 7/4), (7/6, 7/4), (1, 7/4))):
    assert np.allclose(c_values[key], pair, atol=1e-9)
for key in terms:
    target = [6, 0] if key == (3, 1) else [0] * terms[key].shape[1]
    assert np.allclose(pair_values[key], target, atol=1e-9)
c_one = {key for key in terms if np.any(abs(c_values[key] - 1) < 1e-8)}
assert c_one == {(1, 1), (5, 1)}

# Lowering the separated states must give a complete orthonormal basis
basis = []
for (L, s), w in separated.items():
    for top in w.T:
        spin_state = top
        for i in range(s + 1):
            state = spin_state
            for j in range(2 * L + 1):
                basis.append(state)
                if j < 2 * L:
                    state = Lp.T @ state
                    state = state / np.linalg.norm(state)
            if i < s:
                spin_state = Sp.T @ spin_state
                spin_state = spin_state / np.linalg.norm(spin_state)
basis = np.array(basis)
assert basis.shape == (dim, dim)
gram_error = np.max(abs(basis @ basis.T - np.eye(dim)))
assert gram_error < 1e-9

# Doublet K by hand, and the damage done by a lost sign
idx_k = np.where((ML == 7) & (MS2 == 1))[0]
k_state = terms[(7, 1)][:, 0].copy()
k_state *= np.sign(k_state[idx_k[0]])
assert np.allclose(k_state[idx_k], np.sqrt([3/8, 5/8]))
wrong = k_state.copy()
wrong[idx_k[1]] *= -1
wrong_L2 = wrong @ L2 @ wrong
assert np.isclose(wrong_L2, 71)

# Both doublet H states against the hand solution
idx_h = np.where((ML == 5) & (MS2 == 1))[0]
h_states = separated[(5, 1)].copy()
h_states *= np.sign(h_states[idx_h[0]])
hand_1 = np.array([1, 0, -1, 0, 1, 1]) * np.sqrt([1/3, 0, 1/6, 0, 1/6, 1/3])
hand_2 = np.array([1, 1, -1, -1, -1, -1]) * np.sqrt(
    np.array([5, 90, 40, 108, 10, 20]) / 273)
assert np.allclose(h_states[idx_h, 0], hand_1, atol=1e-9)
assert np.allclose(h_states[idx_h, 1], hand_2, atol=1e-9)
step = np.zeros((norb, norb))
step[l - 2, l - 1] = step[l + 1, l + 2] = 1      # m: 1 -> 2 and -2 -> -1
inside = sum(np.sum(unit[k, 1] * step) * unit[k, 1] * (2 * k + 1) for k in (1, 5))
assert np.allclose(inside, step, atol=1e-12)
step_norms = np.linalg.norm(many_body(np.kron(step, np.eye(2))) @ h_states, axis=0)
assert step_norms[0] < 1e-9 and step_norms[1] > 0.1

# Coulomb repulsion; angular integrals by quadrature
x, weight = np.polynomial.legendre.leggauss(20)


def theta(k, m):
    a = abs(m)
    norm = np.sqrt((2 * k + 1) / 2 * factorial(k - a) / factorial(k + a))
    return ((-1) ** a if m < 0 else 1) * norm * lpmv(a, k, x)


gaunt, a_squared = {}, {}
for k in (2, 4, 6):
    g = np.zeros((norb, norb))
    for m in range(-l, l + 1):
        for mp in range(-l, l + 1):
            if abs(m - mp) <= k:
                g[l - m, l - mp] = np.sqrt(2 / (2 * k + 1)) * np.sum(
                    weight * theta(k, m - mp) * theta(l, m) * theta(l, mp))
    gaunt[k] = g
    a_squared[k] = norb ** 2 * float(wigner_3j(l, k, l, 0, 0, 0)) ** 2
    assert np.isclose(np.sum(g ** 2), a_squared[k], atol=1e-11)


def coulomb(F):
    return sum(F[k] * a_squared[k] / 2 * (Usq[k] - n / norb * np.eye(dim)) for k in F)


F_main = {2: 10.0, 4: 6.0, 6: 4.0}
F_other = {2: 10.0, 4: 3.0, 6: 1.0}
H = coulomb(F_main)
direct = np.zeros(dim)
for i, occ in enumerate(occupations):
    for p, r in combinations(occ, 2):
        a, b = p // 2, r // 2
        for k in F_main:
            g = gaunt[k]
            exchange = g[a, b] ** 2 if p % 2 == r % 2 else 0
            direct[i] += F_main[k] * (g[a, a] * g[b, b] - exchange)
assert np.allclose(np.diag(H), direct, atol=1e-9)
for raising in (Lp, Sp):
    assert np.allclose(H @ raising, raising @ H, atol=1e-8)
spectrum = np.linalg.eigvalsh(H)
blocks = {}
for L, s in repeated:
    w = separated[(L, s)]
    block = w.T @ H @ w
    energy, mix = np.linalg.eigh(block)
    for e in energy:
        assert np.sum(abs(spectrum - e) < 1e-7) >= (2 * L + 1) * (s + 1)
    blocks[(L, s)] = (block, energy, mix[0, 0] ** 2)
assert max(abs(b[0][0, 1]) for b in blocks.values()) > 1e-3
w = separated[(5, 1)]
other_weight = np.linalg.eigh(w.T @ coulomb(F_other) @ w)[1][0, 0] ** 2


def det_label(i):
    return " ".join(f"{m_orb[p]}{'+' if spin2[p] > 0 else '-'}" for p in occupations[i])


print(f"f^3: determinants {dim}, terms {total_terms}")
print(f"Signs dropped: norm of [L+,S+] = {bad_commutator:.4f} (hbar^2)")
print(f"Signs dropped: common null vectors = {unsigned_total}")
print(f"Largest error of the 364-state overlap matrix: {gram_error:.1e}")
print("Term: sector size, number of terms, C values, P+P values")
for L, s in sorted(terms, key=lambda t: (-t[1], t[0])):
    cs = ", ".join(f"{abs(c):.6f}" for c in c_values[(L, s)])
    qs = ", ".join(f"{abs(q):.1f}" for q in pair_values[(L, s)])
    print(f" {s+1}{letters[L]}: {sector_size(L, s)}, {terms[(L, s)].shape[1]}, C {cs}; P+P {qs}")
print("2K amplitudes (orbitals as m and spin sign):")
for i in idx_k:
    print(f" |{det_label(i)}>  {k_state[i]:+.6f}")
print(f"<L^2> of 2K: {k_state @ L2 @ k_state:.4f}; sign lost: {wrong_L2:.4f} (hbar^2)")
print("2H amplitudes for C = 1 and C = 7/4:")
for i in idx_h:
    print(f" |{det_label(i)}>  {h_states[i, 0]+0.0:+.6f}  {h_states[i, 1]:+.6f}")
print(f"Norm after step operator: {step_norms[0]:.6f}, {step_norms[1]:.6f}")
print("a_k^2 for k=2,4,6: " + ", ".join(f"{a_squared[k]:.6f}" for k in (2, 4, 6)))
print("F2, F4, F6 (eV): " + ", ".join(f"{v:.1f}" for v in F_main.values()))
print("Coulomb blocks, basis ordered by rising C, without 3 F0:")
for (L, s), (block, energy, low_weight) in blocks.items():
    print(f" {s+1}{letters[L]}: H11 {block[0,0]:.5f}, H22 {block[1,1]:.5f}, "
          f"|H12| {abs(block[0,1]):.5f} eV")
    print(f"   levels {energy[0]:.5f}, {energy[1]:.5f} eV; "
          f"lower-C weight in lower level {low_weight:.5f}")
print("Second F2, F4, F6 (eV): " + ", ".join(f"{v:.1f}" for v in F_other.values()))
print(f" 2H lower-C weight in lower level: {other_weight:.5f}")
print("all good")
```

Running it gives:

```
f^3: determinants 364, terms 17
Signs dropped: norm of [L+,S+] = 66.9328 (hbar^2)
Signs dropped: common null vectors = 10
Largest error of the 364-state overlap matrix: 7.0e-14
Term: sector size, number of terms, C values, P+P values
 4S: 5, 1, C 0.000000; P+P 0.0
 4D: 4, 1, C 1.166667; P+P 0.0
 4F: 3, 1, C 0.500000; P+P 0.0
 4G: 2, 1, C 1.166667; P+P 0.0
 4I: 1, 1, C 1.166667; P+P 0.0
 2P: 16, 1, C 1.000000; P+P 0.0
 2D: 15, 2, C 1.166667, 1.750000; P+P 0.0, 0.0
 2F: 12, 2, C 0.500000, 1.750000; P+P 6.0, 0.0
 2G: 9, 2, C 1.166667, 1.750000; P+P 0.0, 0.0
 2H: 6, 2, C 1.000000, 1.750000; P+P 0.0, 0.0
 2I: 4, 1, C 1.166667; P+P 0.0
 2K: 2, 1, C 1.750000; P+P 0.0
 2L: 1, 1, C 1.750000; P+P 0.0
2K amplitudes (orbitals as m and spin sign):
 |3+ 3- 1+>  +0.612372
 |3+ 2+ 2->  +0.790569
<L^2> of 2K: 56.0000; sign lost: 71.0000 (hbar^2)
2H amplitudes for C = 1 and C = 7/4:
 |3+ 3- -1+>  +0.577350  +0.135333
 |3+ 2+ 0->  -0.000000  +0.574169
 |3+ 2- 0+>  -0.408248  -0.382780
 |3+ 1+ 1->  +0.000000  -0.628971
 |3- 2+ 0+>  +0.408248  -0.191390
 |2+ 2- 1+>  +0.577350  -0.270666
Norm after step operator: 0.000000, 0.889499
a_k^2 for k=2,4,6: 1.866667, 1.272727, 1.631702
F2, F4, F6 (eV): 10.0, 6.0, 4.0
Coulomb blocks, basis ordered by rising C, without 3 F0:
 2D: H11 -1.27655, H22 0.16594, |H12| 0.00223 eV
   levels -1.27655, 0.16595 eV; lower-C weight in lower level 1.00000
 2F: H11 3.12665, H22 2.43032, |H12| 1.93090 eV
   levels 0.81645, 4.74052 eV; lower-C weight in lower level 0.41127
 2G: H11 -0.24602, H22 0.46445, |H12| 2.07542 eV
   levels -1.99639, 2.21482 eV; lower-C weight in lower level 0.58435
 2H: H11 -0.31527, H22 -2.09377, |H12| 0.90212 eV
   levels -2.47125, 0.06220 eV; lower-C weight in lower level 0.14900
Second F2, F4, F6 (eV): 10.0, 3.0, 1.0
 2H lower-C weight in lower level: 0.16074
all good
```
